# N fermions in N+1 orbitals: one determinant and its hole

## Problem

A one-particle space is spanned by $N+1$ orthonormal spin-orbitals $\varphi_1,\dots,\varphi_{N+1}$, with $N\ge 1$. Let $D_k$ be the normalized Slater determinant of all of them except $\varphi_k$, taken in ascending order. A normalized pure state of $N$ fermions is

$$\Psi=\sum_{k=1}^{N+1}C_kD_k,\qquad \sum_k|C_k|^2=1 .$$

(a) Prove that $\Psi$ is a single Slater determinant of $N$ suitably chosen orthonormal orbitals, and find the orbital that is left empty.

(b) Find the one-body density matrix and its eigenvalues, the occupation numbers. Which occupation numbers can a pure state have in this space, and which can a mixture have?

(c) Carry out the construction for $N=2$ and $C=(1,2i,2)/3$.

(d) Does the statement survive if one more orbital is added?

The expansion of $\Psi$ is general. Antisymmetry removes every product with a repeated orbital and fixes, up to a sign, the coefficients of products that differ by a reordering. One coefficient is left for each choice of $N$ orbitals out of $N+1$, that is, for each omitted orbital.

## A tempting solution

Each $D_k$ is the filled set of $N+1$ orbitals with a hole in $\varphi_k$. Taking an orbital out of position $k$ means moving it past $k-1$ others, which gives a sign, so the hole amplitudes are

$$c_k=(-1)^{k-1}C_k .$$

A superposition of holes in different orbitals is a hole in the superposed orbital. The empty orbital is therefore $\sum_kc_k\varphi_k$, and $\Psi$ is the determinant of the $N$ orbitals orthogonal to it.

## Where it fails

Test this on $N=1$. Here $D_1=\varphi_2$ and $D_2=\varphi_1$, so $\Psi=C_2\varphi_1+C_1\varphi_2$ is itself the occupied orbital. The proposed empty orbital has components $(C_1,-C_2)$. Its overlap with the occupied one is

$$C_1^*C_2-C_2^*C_1=2i\,\mathrm{Im}(C_1^*C_2),$$

which vanishes for real coefficients but not for general complex ones. An orbital that overlaps with the only occupied orbital is not empty.

The faulty step is the reading of hole amplitudes as orbital components. To see this, replace $\varphi_1$ by $e^{i\alpha}\varphi_1$ and keep all physical objects fixed.

- A fixed orbital $\sum_kg_k\varphi_k$ must have its first component changed to $e^{-i\alpha}g_1$, while the others stay as they are.
- $D_1$ does not contain $\varphi_1$ and is unchanged. Every other $D_k$ gains $e^{i\alpha}$, so for fixed $\Psi$ the coefficient $C_1$ stays and the others become $e^{-i\alpha}C_k$. Relative to the others, $C_1$ has gained $e^{+i\alpha}$.

The two phases are opposite. The numbers $c_k$ cannot be the components of an orbital, but their complex conjugates can. This suggests the hole orbital

$$h=\sum_kh_k\varphi_k,\qquad h_k=c_k^*=(-1)^{k-1}C_k^* .$$

For $N=1$ its overlap with $\Psi$ is $C_1C_2-C_2C_1=0$, as it should be. The general case needs a proof.

## Solution of (a)

**Choosing the orbitals.** Since $\sum_k|h_k|^2=\sum_k|C_k|^2=1$, the vector $h$ is not zero, and its orthogonal complement in $N+1$ dimensions has dimension $N$. Take an orthonormal basis $u_1,\dots,u_N$ of this complement, with $u_j=\sum_kU_{kj}\varphi_k$. Orthogonality to $h$ reads

$$\sum_kh_k^*U_{kj}=\sum_kc_kU_{kj}=0\qquad(j=1,\dots,N). \tag{1}$$

**Expanding their determinant.** Let

$$\Phi(x_1,\dots,x_N)=\frac1{\sqrt{N!}}\sum_P\mathrm{sgn}(P)\,u_{P1}(x_1)\cdots u_{PN}(x_N).$$

This is linear in each orbital. Inserting the expansions of the $u_j$ gives determinants of basis orbitals $\varphi_{k_1},\dots,\varphi_{k_N}$ with factors $U_{k_11}\cdots U_{k_NN}$. Those with a repeated orbital vanish. Those that omit $\varphi_k$ are equal to $D_k$ times the sign of the permutation that puts them in ascending order. The signed sum of their factors is, by definition, a determinant of numbers:

$$\Phi=\sum_kM_kD_k,\qquad M_k=\det(U\text{ with row }k\text{ deleted}). \tag{2}$$

**An equation for the minors.** Put a second copy of column $j$ in front of $U$. The resulting square matrix has two equal columns, so its determinant is zero. Expand it along the first column. The entry in row $k$ is $U_{kj}$, its sign is $(-1)^{k+1}=(-1)^{k-1}$, and deleting its row and column leaves $U$ without row $k$. Hence

$$\sum_k(-1)^{k-1}M_k\,U_{kj}=0\qquad(j=1,\dots,N). \tag{3}$$

**Comparison.** Equations (1) and (3) are the same $N$ linear equations, solved once by $c_k$ and once by $(-1)^{k-1}M_k$. The equations are independent because the columns of $U$ are orthonormal. With $N+1$ unknowns, the solutions form a one-dimensional space. Since $c$ is not zero, there is a number $\lambda$ with

$$(-1)^{k-1}M_k=\lambda c_k=\lambda(-1)^{k-1}C_k,\qquad\text{so}\qquad M_k=\lambda C_k .$$

**The size of $\lambda$.** In $\langle\Phi|\Phi\rangle$ the orthonormality of the $u_j$ leaves only the terms in which both permutations agree. There are $N!$ of them, each equal to $1/N!$, so $\Phi$ is normalized. The $D_k$ are orthonormal for the same reason, since two different ones contain different sets of orbitals. Therefore

$$1=\sum_k|M_k|^2=|\lambda|^2\sum_k|C_k|^2=|\lambda|^2,$$

and $\lambda=e^{i\theta}$. Thus $\Phi=e^{i\theta}\Psi$. Replacing $u_1$ by $e^{-i\theta}u_1$ multiplies $\Phi$ by $e^{-i\theta}$ and keeps the orbitals orthonormal. The new determinant equals $\Psi$, and the empty orbital is $h$. $\blacksquare$

The $\varphi_k$ are spin-orbitals, and $h$ and the $u_j$ may mix the two spin directions. The theorem does not promise a determinant whose orbitals each have a definite spin.

## Solution of (b)

Define the density matrix, with trace $N$, by

$$\gamma_{pq}=N\sum_{x_2,\dots,x_N}\Psi(p,x_2,\dots,x_N)\,\Psi^*(q,x_2,\dots,x_N),$$

where each argument labels one of the basis orbitals. Insert the determinant found in (a). Summing over $x_2,\dots,x_N$ forces the two permutations to agree in positions $2$ to $N$, and therefore also in position 1. Each orbital $u_j$ stands in position 1 in $(N-1)!$ permutations, so the prefactor is $N(N-1)!/N!=1$ and

$$\gamma_{pq}=\sum_{j=1}^NU_{pj}U_{qj}^*=\delta_{pq}-h_ph_q^* . \tag{4}$$

The last step holds because $u_1,\dots,u_N$ and $h$ together form a complete orthonormal basis. The occupation numbers are 1, occurring $N$ times, and 0, belonging to $h$. Conversely, any $\gamma$ with this spectrum comes from a pure state, namely the determinant of its $N$ occupied eigenvectors.

The diagonal elements $\gamma_{kk}=1-|C_k|^2$ are in general fractional. They are the mean occupations of the original orbitals $\varphi_k$, not the eigenvalues of $\gamma$, so they do not contradict the single determinant.

A mixture of pure states with weights $w_a$ has $\gamma=1-\sum_aw_ah_ah_a^\dagger$. The subtracted matrix has no negative eigenvalues and has trace 1, so its eigenvalues lie between 0 and 1. The occupation numbers of a mixture therefore obey

$$0\le n_k\le1,\qquad\sum_kn_k=N .$$

Every such set can be reached. Mix the determinants $D_k$ with weights $w_k=1-n_k$. These are not negative, and their sum is $(N+1)-N=1$. Orbital $\varphi_k$ is missing only from $D_k$, so its occupation is $1-w_k=n_k$.

The pure-state condition is thus much stricter than the condition for mixtures. For $N=2$, an equal mixture of the three determinants has occupations $(2/3,2/3,2/3)$. The pure state with the same weights, $C=(1,1,1)/\sqrt3$, has occupations $(0,1,1)$. The difference lies in the off-diagonal elements of $\gamma$, which the coherent superposition has and the mixture lacks.

## Solution of (c)

From $C=(1,2i,2)/3$, the sign change of the second entry gives $c=(1,-2i,2)/3$, and conjugation gives

$$h=\tfrac13(1,\,2i,\,2).$$

That $h$ coincides with $C$ is an accident of this example. The second entry is imaginary, so the sign change and the conjugation cancel there, and the other two entries are real with positive sign.

Two orthonormal orbitals orthogonal to $h$ are

$$u_1=\tfrac13(2,-2i,1),\qquad u_2=\tfrac13(-2,-i,2).$$

Condition (1) is met:

$$\tfrac19\left[2+(-2i)(-2i)+2\right]=\tfrac19(2-4+2)=0,$$
$$\tfrac19\left[-2+(-2i)(-i)+4\right]=\tfrac19(-2-2+4)=0 .$$

The minors are

$$M_1=\tfrac19\left[(-2i)(2)-(-i)(1)\right]=-\tfrac i3,$$
$$M_2=\tfrac19\left[(2)(2)-(-2)(1)\right]=\tfrac23,$$
$$M_3=\tfrac19\left[(2)(-i)-(-2)(-2i)\right]=-\tfrac{2i}3 .$$

They equal $-iC_k$ for all three $k$, so $e^{i\theta}=-i$. Multiplying $u_1$ by $e^{-i\theta}=i$ gives $u_1'=(2i,2,i)/3$, and $\Psi$ is the determinant of $u_1'$ and $u_2$.

The tempting solution would have declared the orbital with components $c$ empty. Its overlap with the occupied orbital $u_1$ is

$$\sum_kc_k^*U_{k1}=\tfrac19\left[2+(2i)(-2i)+2\right]=\tfrac89\approx0.89,$$

which is far from zero. Equation (4) gives the density matrix

$$\gamma=\frac19\begin{pmatrix}8&2i&-2\\-2i&5&-4i\\-2&4i&5\end{pmatrix}.$$

Its trace is $18/9=2$, the number of particles. The first component of $\gamma h$ is $(8-4-4)/27=0$, and the other two vanish in the same way. The occupations are $(0,1,1)$, although the diagonal elements are 0.89, 0.56 and 0.56.

## Solution of (d)

For $N=1$ the statement survives, since a one-particle state is one orbital in a space of any size. For $N\ge2$ it fails. Take two fermions in four orbitals, in the state

$$\frac{1}{\sqrt2}\bigl(|12\rangle+|34\rangle\bigr),$$

where $|kl\rangle$ is the determinant of $\varphi_k$ and $\varphi_l$. Each orbital is filled in one of two equally weighted determinants, so $\gamma_{kk}=1/2$. The off-diagonal elements vanish, because a one-body density matrix connects two determinants only if they differ in at most one orbital, and these differ in two. All four occupations are $1/2$, whereas a determinant has only zeros and ones. For larger $N$, add $N-2$ further orbitals that are filled in both terms. This gives a counterexample with $N$ fermions in $N+2$ orbitals.

The proof breaks down at the first step. With two orbitals missing from each determinant, the coefficients carry a pair of labels and no longer define a single hole orbital.

## Numerical check

For random complex coefficient vectors with $N=1$ to $5$, the predicted determinant was built by an explicit sum over permutations and compared with $\Psi$ entry by entry. The largest absolute difference was $3\times10^{-16}$, which is rounding error. As a control, 20 random states of two fermions in four orbitals gave $\mathrm{tr}(\gamma-\gamma^2)$ between 0.05 and 0.64. This quantity is zero for a determinant, so none of the 20 was one.

## Calculated quantities

```
Random complex states, 20 per N (dimensionless)
N  orbitals  max|Psi-Phi|  max|gamma-(1-hh+)|  max occupation error
1  2         3e-16         4e-16               6e-16
2  3         3e-16         4e-16               1e-15
3  4         2e-16         7e-16               1e-15
4  5         1e-16         8e-16               2e-15
5  6         8e-17         4e-16               2e-15
Worked example: N = 2, three orbitals (dimensionless)
coefficients C        = (0.3333+0.0000i, 0.0000+0.6667i, 0.6667+0.0000i)
signed c              = (0.3333+0.0000i, 0.0000-0.6667i, 0.6667+0.0000i)
hole orbital h        = (0.3333+0.0000i, 0.0000+0.6667i, 0.6667+0.0000i)
orbital u1            = (0.6667+0.0000i, 0.0000-0.6667i, 0.3333+0.0000i)
orbital u2            = (-0.6667+0.0000i, 0.0000-0.3333i, 0.6667+0.0000i)
minors M              = (0.0000-0.3333i, 0.6667+0.0000i, 0.0000-0.6667i)
phase M_k / C_k       = (0.0000-1.0000i)
u1 with phase removed = (0.0000+0.6667i, 0.6667+0.0000i, 0.0000+0.3333i)
largest overlap of u1,u2 with unconjugated c = 0.8889
gamma row 1           = (0.8889+0.0000i, 0.0000+0.2222i, -0.2222+0.0000i)
gamma row 2           = (0.0000-0.2222i, 0.5556+0.0000i, 0.0000-0.4444i)
gamma row 3           = (-0.2222+0.0000i, 0.0000+0.4444i, 0.5556+0.0000i)
occupations           = (0.0000, 1.0000, 1.0000)
max|Psi-Phi|          = 1e-16
Equal weights, N = 2, three orbitals (dimensionless)
occupations, mixture    = (0.6667, 0.6667, 0.6667)
occupations, pure state = (0.0000, 1.0000, 1.0000)
Control: N = 2, four orbitals (dimensionless)
occupations of (|12>+|34>)/sqrt2 = (0.5000, 0.5000, 0.5000, 0.5000)
tr(gamma-gamma^2), 20 random states: min 0.0511, max 0.6449
```
